# Transfer Length and Resistance of a Short Ohmic Contact: a numerical check

```python
# Result under test: a sheet under an equipotential ohmic contact obeys
# V'' = V/LT^2, LT = sqrt(rho_c/R_sh), and has the contact resistance
# Rc*W = sqrt(rho_c*R_sh)*coth(L/LT).
# V: sheet potential relative to metal; rho_c: specific contact resistivity;
# R_sh: sheet resistance; L, W: contact length and width; LT: transfer length.
# Lengths are in nm, so rho_c is in ohm nm^2 and Rc*W in ohm nm, except in
# the silicon band calculation, which uses SI units.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron, bmat
from scipy.sparse.linalg import spsolve

rho_c_cm2 = 1e-9
rho_c = rho_c_cm2 * 1e14
R_sh = 100.0
L_example = 20.0
thickness = 20.0
current = 1e-6              # A per nm of width, equal to 1 mA/um
temperature = 300.0


def transfer_length(sheet):
    return np.sqrt(rho_c / sheet)


def contact_resistance(length, sheet=R_sh):
    lt = transfer_length(sheet)
    return np.sqrt(rho_c * sheet) / np.tanh(length / lt)


LT = transfer_length(R_sh)


def close(a, b, rel):
    return np.allclose(a, b, rtol=rel, atol=0.0)


# Resistor network for the sheet, solved from Kirchhoff's current law.
def solve_strip(cell, sheet, leak, metal_voltage, injected):
    side = 1.0 / (sheet * cell)
    bands = np.zeros((3, len(leak)))
    bands[0, 1:] = -side
    bands[2, :-1] = -side
    bands[1] = leak
    bands[1, :-1] += side
    bands[1, 1:] += side
    rhs = leak * metal_voltage
    rhs[0] += injected
    return solve_banded((1, 1), bands, rhs)


def ladder(length, sheet=R_sh, cells=2000):
    cell = length / cells
    leak = np.full(cells, cell / rho_c)
    volts = solve_strip(cell, sheet, leak, np.zeros(cells), 1.0)
    centres = (np.arange(cells) + 0.5) * cell
    edges = np.arange(cells + 1) * cell
    collected = np.concatenate([[0.0], np.cumsum(leak * volts)])
    return volts[0] + sheet * cell / 2, centres, volts, edges, collected


lengths = [10.0, 20.0, 30.0, 50.0, 100.0, 400.0]
for length in lengths:
    assert close(ladder(length)[0], contact_resistance(length), 1e-4)
R_long = np.sqrt(rho_c * R_sh)
L_ten = LT * np.arctanh(1 / 1.1)
assert close(ladder(L_ten)[0], 1.1 * R_long, 1e-4)

_, x, v_net, edges, collected = ladder(L_example)
v_formula = R_sh * LT * np.cosh((L_example - x) / LT) / np.sinh(L_example / LT)
assert close(v_net, v_formula, 1e-4)
half_share = 1 - np.sinh(L_example / 2 / LT) / np.sinh(L_example / LT)
assert close(np.interp(L_example / 2, edges, collected), half_share, 1e-4)
crowding = np.cosh(L_example / LT)
assert close(v_net[0] / v_net[-1], crowding, 1e-3)
_, _, _, edges, collected = ladder(400.0)
long_share = 1 - np.exp(-1)
assert close(np.interp(LT, edges, collected), long_share, 1e-3)


# Two contacts with a gap: the straight-line extraction used in measurements.
def contact_pair(length, gap, cell=0.1):
    nc, ng = round(length / cell), round(gap / cell)
    leak = np.zeros(2 * nc + ng)
    leak[:nc] = leak[-nc:] = cell / rho_c
    metal = np.zeros(len(leak))
    metal[:nc] = 1.0
    volts = solve_strip(cell, R_sh, leak, metal, 0.0)
    return 1.0 / np.sum(leak[:nc] * (1.0 - volts[:nc]))


gaps = np.array([50.0, 100.0, 200.0])
slope, intercept = np.polyfit(gaps, [contact_pair(L_example, g) for g in gaps], 1)
apparent_LT = LT / np.tanh(L_example / LT)
assert close(slope, R_sh, 1e-3)
assert close(intercept / slope / 2, apparent_LT, 1e-3)


# Two-dimensional network: a layer of finite thickness with an access region.
def path_laplacian(n):
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def layer_2d(length, depth, cell):
    access = 3 * depth
    na, nc, ny = round(access / cell), round(length / cell), round(depth / cell)
    nx = na + nc
    rho_s = R_sh * depth
    matrix = (kron(path_laplacian(nx), identity(ny))
              + kron(identity(nx), path_laplacian(ny))) / rho_s
    leak = np.zeros((nx, ny))
    leak[na:, -1] = cell / (rho_c + rho_s * cell / 2)
    rhs = np.zeros((nx, ny))
    rhs[0, :] = 1.0 / ny
    volts = spsolve((matrix + diags(leak.ravel())).tocsc(), rhs.ravel())
    volts = volts.reshape(nx, ny)
    resistance = volts[0].mean() + R_sh * cell / 2 - R_sh * access
    return resistance, (np.arange(nc) + 0.5) * cell, volts[na:, -1]


def decay_length(pos, signal, start, stop):
    window = (pos > start) & (pos < stop)
    return -1.0 / np.polyfit(pos[window], np.log(signal[window]), 1)[0]


root = brentq(lambda z: z * np.tan(z) - (thickness / LT) ** 2, 1e-6, 1.5)
LT_thick = thickness / root
LT_thick_approx = np.sqrt(LT**2 + thickness**2 / 3)
R2d_long, x2d, top = layer_2d(300.0, thickness, 0.5)
assert close(decay_length(x2d, top, 60, 120), LT_thick, 5e-3)
assert close(LT_thick_approx, LT_thick, 5e-3)
R2d_coarse = layer_2d(L_example, thickness, 0.5)[0]
R2d = layer_2d(L_example, thickness, 0.25)[0]
assert close(R2d_coarse, R2d, 5e-3)
assert close(layer_2d(L_example, 2.0, 0.25)[0], contact_resistance(L_example), 1e-2)
assert R2d > contact_resistance(L_example) and R2d_long > R_long

# Sheet resistance doubled under the metal.
R_under = 2 * R_sh
LT_under = transfer_length(R_under)
_, xu, vu, _, _ = ladder(400.0, R_under)
assert close(decay_length(xu, vu, 20, 100), LT_under, 1e-3)

# Resistive metal film, fed at the same edge as the semiconductor.
metal_resistivity_uohm_cm = 20.0
metal_thickness = 10.0
R_metal = metal_resistivity_uohm_cm * 1e-6 * 1e7 / metal_thickness
LT_metal = transfer_length(R_sh + R_metal)
R_long_metal = np.sqrt(rho_c * (R_sh + R_metal))
n, cell = 1600, 0.25
link = identity(n) * (cell / rho_c)
pin = np.zeros(n)
pin[0] = 1.0                # fixes the zero of potential; carries no current
rails = bmat([[path_laplacian(n) / (R_sh * cell) + link, -link],
              [-link, path_laplacian(n) / (R_metal * cell) + link + diags(pin)]])
source = np.zeros(2 * n)
source[0], source[n] = 1.0, -1.0
rail_v = spsolve(rails.tocsc(), source)
difference = rail_v[:n] - rail_v[n:]
xm = (np.arange(n) + 0.5) * cell
assert close(decay_length(xm, difference, 20, 100), LT_metal, 1e-3)
assert close(difference[0] + (R_sh + R_metal) * cell / 2, R_long_metal, 1e-3)

# Trial nonlinear interface J = (V0/rho_c)*sinh(V/V0), with V0 = kT/q.
V0 = sc.k * temperature / sc.e
drive = R_sh * current * LT / V0


def nonlinear_front(length):
    s = np.linspace(0, length / LT, 200)
    guess = np.vstack([drive * np.exp(-s), -drive * np.exp(-s)])
    sol = solve_bvp(lambda s, y: np.vstack([y[1], np.sinh(y[0])]),
                    lambda a, b: np.array([a[1] + drive, b[1]]),
                    s, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    return V0 * sol.sol(0.0)[0]


assert close(nonlinear_front(10 * LT), 2 * V0 * np.arcsinh(drive / 2), 1e-5)
V_front = current * contact_resistance(L_example)
V_front_nl = nonlinear_front(L_example)
J_front = V_front / rho_c * 1e14 / 1e6

# Degenerate silicon with six ellipsoidal valleys (SI units).
density = 5e26
mass_l_ratio, mass_t_ratio = 0.92, 0.19
m_l, m_t = mass_l_ratio * sc.m_e, mass_t_ratio * sc.m_e
m_dos = (m_l * m_t**2) ** (1 / 3)
m_cond = 3 / (1 / m_l + 2 / m_t)
k_mean = (3 * np.pi**2 * density / 6) ** (1 / 3)
E_F = (sc.hbar * k_mean) ** 2 / (2 * m_dos)
k_l, k_t = np.sqrt(2 * m_l * E_F) / sc.hbar, np.sqrt(2 * m_t * E_F) / sc.hbar
rho_s_SI = R_sh * thickness * 1e-9
mobility = 1 / (sc.e * density * rho_s_SI)
tau = mobility * m_cond / sc.e
path_l = sc.hbar * k_l / m_l * tau
path_t = sc.hbar * k_t / m_t * tau
modes = (2 * k_t**2 + 4 * k_t * k_l) / (4 * np.pi)
rho_floor = sc.h / (2 * sc.e**2 * modes)

u = np.linspace(-1.4, 1.4, 113)
kx, ky, kz = np.meshgrid(k_t * u, k_t * u, k_l * u, indexing="ij", sparse=True)
energy = sc.hbar**2 / 2 * ((kx**2 + ky**2) / m_t + kz**2 / m_l)
smear = 0.01 * sc.e         # small smearing; its effect is below one percent
arg = (energy - E_F) / (2 * smear)
filling = 0.5 * (1 - np.tanh(arg))
surface = 1 / (4 * smear * np.cosh(arg) ** 2)
weight = 2 * (u[1] - u[0]) ** 3 * k_t**2 * k_l / (2 * np.pi) ** 3
v_t, v_l = sc.hbar * kx / m_t, sc.hbar * kz / m_l
grid_density = 6 * weight * filling.sum()
grid_sigma = sc.e**2 * tau * weight * np.sum((4 * v_t**2 + 2 * v_l**2) * surface)
grid_G = sc.e**2 * weight * np.sum((4 * abs(v_t) + 2 * abs(v_l)) / 2 * surface)
assert close(grid_density, density, 1e-2)
assert close(grid_sigma, 1 / rho_s_SI, 1e-2)
assert close(1 / grid_G, rho_floor, 1e-2)


def percent(new, old):
    return 100 * (new / old - 1)


R_ex = contact_resistance(L_example)
print(f"contact resistivity: {rho_c_cm2:.1e} ohm cm2 = {rho_c:.3g} ohm nm2")
print(f"sheet resistance: {R_sh:.0f} ohm per square")
print(f"transfer length squared: {LT**2:.1f} nm2")
print(f"transfer length: {LT:.2f} nm = {LT * 1e-7:.3e} cm")
print(f"long-contact Rc*W: {R_long / 1e3:.3f} ohm um")
for length in lengths[:-1]:
    rc = contact_resistance(length)
    print(f"L = {length:.0f} nm: L/LT {length / LT:.3f}, Rc*W {rc / 1e3:.3f} ohm um, "
          f"rho_c/L {rho_c / length / 1e3:.3f} ohm um")
print(f"L for 10 percent above long limit: {L_ten:.1f} nm, L/LT {L_ten / LT:.3f}")
print(f"long contact, current share in first LT: {100 * long_share:.1f} percent")
print(f"example contact length: {L_example:.0f} nm")
print(f"example, coth(L/LT): {R_ex / R_long:.3f}")
print(f"example, network Rc*W: {ladder(L_example)[0] / 1e3:.3f} ohm um")
print(f"example, current share in front half: {100 * half_share:.1f} percent")
print(f"example, front/back current density ratio: {crowding:.3f}")
print(f"example, half distance intercept: {apparent_LT:.1f} nm")
print(f"same from two-contact network: {intercept / slope / 2:.1f} nm")
print(f"layer thickness: {thickness:.0f} nm")
print(f"decay length with thickness, root: {LT_thick:.2f} nm")
print(f"decay length with thickness, approximation: {LT_thick_approx:.2f} nm")
print(f"change of decay length by thickness: {percent(LT_thick, LT):.1f} percent")
print(f"2D Rc*W, example: {R2d / 1e3:.2f} ohm um, change {percent(R2d, R_ex):.1f} percent")
print(f"2D Rc*W, long: {R2d_long / 1e3:.2f} ohm um, "
      f"change {percent(R2d_long, R_long):.1f} percent")
print(f"sheet resistance under metal, variant: {R_under:.0f} ohm per square")
print(f"variant transfer length: {LT_under:.2f} nm")
print(f"variant Rc*W, example: {contact_resistance(L_example, R_under) / 1e3:.3f} ohm um")
print(f"metal film: {metal_thickness:.0f} nm, {metal_resistivity_uohm_cm:.0f} microohm cm, "
      f"{R_metal:.0f} ohm per square")
print(f"transfer length with metal film: {LT_metal:.2f} nm")
print(f"long-contact Rc*W with metal film: {R_long_metal / 1e3:.3f} ohm um")
print(f"current per width: {current * 1e6:.1f} mA/um")
print(f"front voltage, linear: {V_front * 1e3:.3f} mV")
print(f"front current density: {J_front:.2f} MA/cm2")
print(f"temperature: {temperature:.0f} K, kT/q: {V0 * 1e3:.2f} mV")
print(f"front voltage, sinh trial law: {V_front_nl * 1e3:.3f} mV, "
      f"change {percent(V_front_nl, V_front):.2f} percent")
print(f"electron density: {density * 1e-6:.1e} cm-3")
print(f"mass ratios: longitudinal {mass_l_ratio:.2f}, transverse {mass_t_ratio:.2f}")
print(f"layer resistivity: {rho_s_SI * 100:.2e} ohm cm")
print(f"implied mobility: {mobility * 1e4:.1f} cm2/Vs")
print(f"Fermi energy above band edge: {E_F / sc.e:.3f} eV, "
      f"over kT: {E_F / (sc.k * temperature):.1f}")
print(f"mean free path along valley axis: {path_l * 1e9:.2f} nm")
print(f"mean free path across valley axis: {path_t * 1e9:.2f} nm")
print(f"ballistic floor of contact resistivity: {rho_floor * 1e4:.2e} ohm cm2")
print(f"floor / assumed contact resistivity: {rho_floor * 1e4 / rho_c_cm2:.3f}")
print("all tests passed")
```

It prints:

```
contact resistivity: 1.0e-09 ohm cm2 = 1e+05 ohm nm2
sheet resistance: 100 ohm per square
transfer length squared: 1000.0 nm2
transfer length: 31.62 nm = 3.162e-06 cm
long-contact Rc*W: 3.162 ohm um
L = 10 nm: L/LT 0.316, Rc*W 10.331 ohm um, rho_c/L 10.000 ohm um
L = 20 nm: L/LT 0.632, Rc*W 5.650 ohm um, rho_c/L 5.000 ohm um
L = 30 nm: L/LT 0.949, Rc*W 4.278 ohm um, rho_c/L 3.333 ohm um
L = 50 nm: L/LT 1.581, Rc*W 3.442 ohm um, rho_c/L 2.000 ohm um
L = 100 nm: L/LT 3.162, Rc*W 3.174 ohm um, rho_c/L 1.000 ohm um
L for 10 percent above long limit: 48.1 nm, L/LT 1.522
long contact, current share in first LT: 63.2 percent
example contact length: 20 nm
example, coth(L/LT): 1.787
example, network Rc*W: 5.650 ohm um
example, current share in front half: 52.4 percent
example, front/back current density ratio: 1.207
example, half distance intercept: 56.5 nm
same from two-contact network: 56.5 nm
layer thickness: 20 nm
decay length with thickness, root: 33.71 nm
decay length with thickness, approximation: 33.67 nm
change of decay length by thickness: 6.6 percent
2D Rc*W, example: 6.23 ohm um, change 10.3 percent
2D Rc*W, long: 3.34 ohm um, change 5.7 percent
sheet resistance under metal, variant: 200 ohm per square
variant transfer length: 22.36 nm
variant Rc*W, example: 6.267 ohm um
metal film: 10 nm, 20 microohm cm, 20 ohm per square
transfer length with metal film: 28.87 nm
long-contact Rc*W with metal film: 3.464 ohm um
current per width: 1.0 mA/um
front voltage, linear: 5.650 mV
front current density: 5.65 MA/cm2
temperature: 300 K, kT/q: 25.85 mV
front voltage, sinh trial law: 5.618 mV, change -0.55 percent
electron density: 5.0e+20 cm-3
mass ratios: longitudinal 0.92, transverse 0.19
layer resistivity: 2.00e-04 ohm cm
implied mobility: 62.4 cm2/Vs
Fermi energy above band edge: 0.216 eV, over kT: 8.4
mean free path along valley axis: 2.64 nm
mean free path across valley axis: 5.80 nm
ballistic floor of contact resistivity: 1.39e-10 ohm cm2
floor / assumed contact resistivity: 0.139
all tests passed
```
